\section*{Stale boundaries in parallel growth simulations: the error for two coupled domains}

\section{The model}

\textbf{Q:} I simulate epitaxial growth by kinetic Monte Carlo, with the surface divided between processors. Each processor knows its neighbour's edge atoms from the last exchange of data. When I exchange too rarely, the islands near the seams come out wrong. What is the smallest model that shows why?

\textbf{A:} Take two domains, A and B, with one boundary site each, facing each other. The occupations $A$ and $B$ are 0 or 1. An atom arrives at an empty boundary site from the domain's own terrace at rate $a$. It leaves at rate $d_0=d$ if the facing site is empty and at $d_1=\varepsilon d$ if it is filled, because a bond of energy $V$ must then be broken:
\begin{equation}
\varepsilon=e^{-V/T},\qquad z=a/d .
\end{equation}
Here $T$ is the temperature expressed as an energy. The arrival rate does not depend on the neighbour, since the hop barrier is taken to depend on the bonds of the initial site. The terrace is a reservoir without memory, and no atom crosses the seam.

Write states as $(A,B)$, in the order 00, 01, 10, 11. The true equilibrium is
\begin{equation}
\pi=\frac1Z\left(1,\,z,\,z,\,\frac{z^2}{\varepsilon}\right),\qquad Z=1+2z+\frac{z^2}{\varepsilon}.
\end{equation}
Each move balances its reverse: $a\cdot1=d\cdot z$ for filling the first site, and $a\cdot z=\varepsilon d\cdot z^2/\varepsilon$ for the second. Let $L_A$ be the generator that moves A alone, with the true rates, and $L_B$ the same for B, both acting on row vectors from the right. The full generator is $L=L_A+L_B$, and the pairwise balance gives
\begin{equation}
\pi L_A=0,\qquad \pi L_B=0 .
\label{eq:db}
\end{equation}

In the stale scheme both domains run simultaneously for a window $\tau$, each using the neighbour's occupation from the start of the window. Then they exchange data.

\section{The error of one window}

\textbf{Q:} How wrong is a single window?

\textbf{A:} With a frozen neighbour $n$, one site has the generator
\begin{equation}
G^{n}=\begin{pmatrix}-a&a\\ d_n&-d_n\end{pmatrix}.
\end{equation}
During the window the two sites are independent, so the stale kernel is a product,
\begin{equation}
K_{AB,A'B'}=\left(e^{\tau G^{B}}\right)_{AA'}\left(e^{\tau G^{A}}\right)_{BB'} .
\end{equation}
Expand both factors to second order. The terms with one factor left at the identity are powers of $L_A$ or $L_B$; the cross term is new:
\begin{align}
K&=1+\tau L+\tau^2\left(\tfrac12L_A^2+\tfrac12L_B^2+S\right)+\dots,\label{eq:K}\\
S_{AB,A'B'}&=G^{B}_{AA'}\,G^{A}_{BB'} .
\end{align}
The true evolution has $\tfrac12(L_A+L_B)^2$ at this order. Subtracting,
\begin{equation}
K-e^{\tau L}=\frac{\tau^2}{2}\left(2S-L_AL_B-L_BL_A\right)+O(\tau^3).
\end{equation}
In $L_AL_B$ the second mover sees what the first has done; in $S$ neither sees the other. A fixed time $t$ contains $t/\tau$ windows, and stochastic evolution does not amplify the total difference between two distributions. The accumulated error is therefore of order $\tau$.

\textbf{Q:} Can I bound it without assuming a small window?

\textbf{A:} Yes. For a given start $(A_0,B_0)$ let $L'$ be the generator with frozen rates. Differentiating $e^{sL'}e^{(\tau-s)L}$ with respect to $s$ and integrating from 0 to $\tau$ gives
\begin{equation}
e^{\tau L'}-e^{\tau L}=\int_0^\tau e^{sL'}(L'-L)\,e^{(\tau-s)L}\,ds .
\end{equation}
Measure the error by the total variation, half the sum of absolute differences of probabilities. A departure whose rate is wrong by $\Delta=d-\varepsilon d$ contributes $\Delta$ to two entries of a row of $L'-L$, hence $\Delta$ after halving. The last factor cannot increase the sum. So
\begin{equation}
\mathrm{error}\le\Delta\int_0^\tau\!\left[p(A_s{=}1)\,p(B_s{\ne}B_0)+p(B_s{=}1)\,p(A_s{\ne}A_0)\right]ds ,
\end{equation}
with probabilities taken in the frozen process. An error needs an atom present \emph{and} a neighbour that has changed since the last exchange.

Start with A filled and B empty. To leading order $p(B_s\ne B_0)=as$, and the second product is of order $s^2$, so the bound is $a\Delta\tau^2/2$. The actual error has the same leading value: B arrives, then A leaves at $d$ instead of $\varepsilon d$. For $a=0.5$, $d=1$, $\varepsilon=0.1$ and $\tau=0.01$, the ratio of error to bound is 0.995.

\section{The accumulated error}

\textbf{Q:} My runs last for very many windows. Where does the boundary population settle?

\textbf{A:} Write the stale steady state as $\pi+\tau\delta+O(\tau^2)$ and require that $K$ leaves it unchanged. The order $\tau$ gives $\pi L=0$. At order $\tau^2$ the squares in \eqref{eq:K} vanish by \eqref{eq:db}, leaving
\begin{equation}
\delta L=-\pi S .
\end{equation}
The component of $\pi S$ at 11 collects contributions from 00, from 10 and 01, and from 11:
\begin{equation}
(\pi S)_{11}=\frac1Z\left[a^2-2z\,ad+\frac{z^2}{\varepsilon}(\varepsilon d)^2\right]
=-\frac{a^2(1-\varepsilon)}{Z}\equiv-c ,
\end{equation}
where $zd=a$ was used. The rows of each $G^n$ sum to zero, so $\pi S$ sums to zero over $A'$ at fixed $B'$, and over $B'$ at fixed $A'$. Hence $\pi S=-c\,(1,-1,-1,1)$.

By symmetry $\delta=(x,y,y,w)$. The 00 and 11 components of $\delta L=c\,(1,-1,-1,1)$, with normalization, are
\begin{equation}
-2ax+2dy=c,\qquad 2ay-2\varepsilon dw=c,\qquad x+2y+w=0 .
\end{equation}
The first two give
\begin{equation}
x=\frac yz-\frac{c}{2a},\qquad w=\frac{zy}{\varepsilon}-\frac{c}{2\varepsilon d}.
\end{equation}
Insert these in the third and multiply by $z$:
\begin{equation}
yZ=\frac{c}{2d}\left(1+\frac z\varepsilon\right).
\end{equation}
Then
\begin{equation}
w=\frac{c}{2\varepsilon dZ}\left[z+\frac{z^2}{\varepsilon}-Z\right]=-\frac{c(1+z)}{2\varepsilon dZ}.
\end{equation}
Divide by $P_{11}=z^2/(\varepsilon Z)$ and insert $c$. Since $(1+z)/Z$ is the probability $1-\theta$ that a given site is empty, with $\theta$ the coverage,
\begin{equation}
\frac{\delta P_{11}}{P_{11}}=-\frac\tau2\,(d-\varepsilon d)(1-\theta).
\label{eq:pair}
\end{equation}
The coverage changes by $\tau(y+w)$:
\begin{equation}
\delta\theta=\frac{\tau c}{2dZ}\left[1+\frac z\varepsilon-\frac{1+z}{\varepsilon}\right]
=-\frac\tau2\,(d-\varepsilon d)(1-\varepsilon)P_{11}P_{00}.
\end{equation}
For the same $a$, $d$, $\varepsilon$ as before, $\theta=0.667$, $P_{11}=0.556$ and $P_{00}=0.222$. The formulas give slopes of $-0.150$ for the relative pair change and $-0.050$ for the coverage, per unit $\tau$. The steady states of the full stale kernel, extrapolated to small $\tau$, give the same values.

\textbf{Q:} Why are pairs lost rather than gained?

\textbf{A:} Suppose A is filled and B's atom arrives halfway through a window. B knows about A, but A still believes that it faces an empty site. The older atom keeps the free departure rate until the next exchange. Arrival times are spread evenly over a short window, so the unprotected time averages $\tau/2$, and the chance of a wrong departure is $(d-\varepsilon d)\tau/2$. That is \eqref{eq:pair} at low coverage. The opposite mistake also occurs: an atom is held back by a neighbour that has gone. The calculation includes both, and the net result is a loss.

\textbf{Q:} And if the window is very long?

\textbf{A:} Then each site relaxes fully in the field of the other's old value, and is filled with probability $\theta_n=a/(a+d_n)$. The new $A$ depends on the old $B$, and the new $B$ on the old $A$. The history splits into two interleaved chains, $A_0,B_1,A_2,\dots$ and $B_0,A_1,B_2,\dots$, which never influence each other. The occupations at one time belong to different chains, so in the steady state they are uncorrelated.

The coverage nevertheless recovers. In the stale scheme it obeys $\theta=(1-\theta)\theta_0+\theta\,\theta_1$. The true equilibrium obeys the same equation, because there $\theta_n$ is the probability that A is filled given $B=n$. The solution is unique, since $\theta_1-\theta_0<1$. Thus $P_{11}\to\theta^2$, here 0.444 instead of 0.556. A correct coverage is therefore no evidence of a correct boundary.

The approach is not monotonic. At $\tau=2$ the coverage is 0.625 and $P_{11}=0.443$, slightly below its long-window value. An event-by-event simulation of 200\,000 windows at $\tau=2$ gave $P_{11}=0.444$, in agreement with the kernel within its statistical scatter of about 0.002, which is too large to resolve this small dip.

\section{Nucleation in dilute growth}

\textbf{Q:} During growth I have few adatoms and strong bonds, and I am not in equilibrium. What matters is how often two atoms meet and form a nucleus.

\textbf{A:} In that regime the whole dependence on $\tau$ can be found. Let $u=d\tau$ and assume $z\ll1$ and $(a+\varepsilon d)\tau\ll1$. A site with frozen departure rate $r$ relaxes at rate $a+r$. Its probability of being filled at the end of the window is, to leading order:
\begin{itemize}
\item $z(1-e^{-u})$ if it was empty and faced an empty site;
\item $e^{-u}$ if it was filled and faced an empty site;
\item $a\tau=zu$ if it was empty and faced a filled site.
\end{itemize}
Single atoms occupy each site with probability $z$, and nearly all the remaining weight is in 00. The new pairs per window are
\begin{equation}
N=2z\cdot e^{-u}\cdot zu+z^2(1-e^{-u})^2 .
\end{equation}
In the first term one partner was there from the start and survived the whole window at the free rate. In the second both arrived during the window. True dynamics forms pairs at rate $a$ from each of 10 and 01, hence $2z\,a\tau=2z^2u$ per window. The ratio is
\begin{equation}
R(u)=e^{-u}+\frac{(1-e^{-u})^2}{2u}.
\label{eq:R}
\end{equation}

With $\varepsilon\to0$ this is the factor on the irreversible nucleation rate across the seam, for a terrace without memory. On a real terrace two atoms that have missed each other are still close and may meet again, so the irreversible loss is smaller. With reversible bonds and $z\ll\varepsilon$ it is also the factor on the steady pair population $P$: a pair dissolves with probability $2\varepsilon u$ per window, and $2\varepsilon uP=N$ gives $P=(z^2/\varepsilon)R$, where $z^2/\varepsilon$ is the true value.

For small $u$, $e^{-u}=1-u+u^2/2-\dots$ and the second term is $u/2-u^2/2+\dots$, so $R=1-u/2+O(u^3)$, in accord with \eqref{eq:pair}. For large $u$, $R\to1/(2u)$, provided that $(z+\varepsilon)u$ remains small.

I tested \eqref{eq:R} in irreversible growth with $z=10^{-4}$, starting without pairs and following 200 windows. At $u=0.1$, 1 and 3 the stale scheme made 0.950, 0.568 and 0.200 of the true number of pairs, as \eqref{eq:R} predicts.

\textbf{Q:} So ``too long'' is measured against which time?

\textbf{A:} Against $1/d$, the residence time of a \emph{free} boundary atom. The bond lifetime is much longer and is the wrong yardstick: the newborn pair is lost because one partner still moves as if it had no bond.

\section{Numbers for a silver surface}

\textbf{Q:} What window would that allow for silver on Ag(100) near room temperature?

\textbf{A:} Take rough values: hop barrier 0.40 eV, bond 0.20 eV, attempt rate $10^{13}\,\mathrm{s^{-1}}$, 300 K, a flux of 0.01 monolayer per second, and an assumed density of $3\times10^{-6}$ adatoms per site. With $T=0.02585$ eV, the hop rate in one direction is
\begin{equation}
h=10^{13}\,e^{-0.40/0.02585}\,\mathrm{s^{-1}}=1.91\times10^6\,\mathrm{s^{-1}} .
\end{equation}
Three of the four directions lead back into the home domain, so $d=3h=5.72\times10^6\,\mathrm{s^{-1}}$ and $1/d=175$ ns. A 1\,\% pair loss needs $u/2=0.01$, so
\begin{equation}
\tau=0.02\times175\ \mathrm{ns}=3.5\ \mathrm{ns}.
\end{equation}
At $\tau=175$ ns, 57\,\% of the pairs remain; at 524 ns, 20\,\%. Yet $\varepsilon=4.4\times10^{-4}$ gives a pair lifetime $1/(2\varepsilon d)=200\ \mu$s, nearly 400 times the latter window. A third atom reaches a pair at a rate of order $6hz\approx34\,\mathrm{s^{-1}}$, so with these values most pairs break up first. The losses quoted here refer to the steady population of pairs, not directly to the number of stable islands.

These losses concern pairs across the seam. In a domain of $1000\times1000$ sites about 0.4\,\% of the sites lie on its edge, so an average over the film can hide them.

\textbf{Q:} Is 3.5 ns practical?

\textbf{A:} Hardly. Such a domain holds three adatoms, which make $3\times4h\tau=0.08$ hops per window. One monolayer takes 100 s, or $2.9\times10^{10}$ windows. The processors would exchange data about twelve times per hop.

\textbf{Q:} How far should I trust the number for real silver?

\textbf{A:} To an order of magnitude. The barrier dominates: an error of 0.05 eV changes the window by a factor of 7 at 300 K. With barrier and attempt rate held fixed, the 1\,\% window is 77 ns at 250 K and 0.38 ns at 350 K. The other omissions matter less here:
\begin{itemize}
\item Real atoms return after leaving. On an explicit lattice with one atom in each $5\times5$ domain, the odds of finding a bond across the seam fall to 0.991 of their true value at $u=0.02$, against $R=0.990$. At $u=1$ they fall to 0.62, against 0.57.
\item Real atoms cross the seam. A newborn pair suffers on average $h\tau/2=0.003$ attempted hops onto the occupied facing site in the 3.5 ns window. If each destroyed the pair, the loss would rise from 1.0 to 1.3\,\%.
\item Direct deposition is $6\times10^{-4}$ of the arrivals by hopping, and $z/\varepsilon=0.007$ measures the finite density.
\end{itemize}
The model also gives a bonded atom the same barrier in all three directions. On a real surface, sliding along the partner and pulling away from it can differ; I have not sized that effect.

\section{A cure and its limit}

\textbf{Q:} Can I keep long windows and still get the nuclei right?

\textbf{A:} Update the domains in turn: A runs for $\tau$ with B at rest, then B runs for $\tau$ with A at rest. The frozen neighbour is now the true neighbour, because it is not moving. By \eqref{eq:db},
\begin{equation}
\pi\,e^{\tau L_A}e^{\tau L_B}=\pi
\end{equation}
for every $\tau$. Freezing as such does not spoil equilibrium; freezing both sides while both move does.

With a terrace without memory, dilute nucleation is repaired too. In A's turn an atom joins a resting B atom with probability $z\cdot a\tau$ and is bound at once; B's turn contributes the same. The sum, $2z\,a\tau$, is the true value. In the irreversible test above, updating in turn gave the true number of pairs to within $10^{-4}$ up to $u=3$. With many domains, divide each into sectors and let those sectors run together that do not touch one another.

\textbf{Q:} Then may the window be as long as I like?

\textbf{A:} No. Expanding the product as before gives
\begin{equation}
e^{\tau L_A}e^{\tau L_B}-e^{\tau L}=\frac{\tau^2}{2}\left(L_AL_B-L_BL_A\right)+O(\tau^3).
\end{equation}
This vanishes when applied to $\pi$, but not for a general distribution, so transients keep an error of order $\tau$. Take $a=0.5$, $d=1$, $\varepsilon=0.1$, start from empty sites and compare at $t=1$. Halving $\tau$ from 0.02 to 0.01 reduces the total-variation error from $3.1\times10^{-4}$ to $1.5\times10^{-4}$ in turn, and from $8.9\times10^{-4}$ to $4.4\times10^{-4}$ in the stale scheme.

In growth, the adatom density near the seam must change little during one window. Start dilute, irreversible growth from empty sites and update once in turn. A's turn fills its site with probability $z(1-e^{-u})$, and B then joins it with probability $zu$, which makes $z^2u(1-e^{-u})$ pairs. True dynamics makes $2z^2(u-1+e^{-u})$ in the same time. At $u=1$ the ratio is only 0.86, because B's turn came too late to help fill the seam. A real terrace adds a reason: a resting atom captures the atoms close to it, and during a long window the later ones must come from farther away. Windows much longer than $1/d$ then lose some nuclei even when the domains are updated in turn. In practice, halve the window and compare the number of pairs across the seam, not the coverage. Keep halving until the window is well below $1/(a+d)$, which is close to $1/d$ in dilute growth and far shorter than the mean wait $1/(2a)$ between changes of a boundary site (29 ms for the silver values): in the stale scheme two very long windows agree with each other, but on the wrong value $P_{11}=\theta^2$. The numerical output below lists the main values used here.

\section*{Computed results}
\begin{verbatim}
DENSE TEST CASE (time in units of 1/d)
a = 0.5, d = 1.0, eps = 0.1
true coverage 0.6667, true P11 0.5556, P00 0.2222
slope of dP11/P11: computed -0.15000, law -0.15000
slope of coverage: computed -0.05000, law -0.05000
one-window error / bound, start (1,0), tau 0.01: 0.9947
tau = 2.0: stale P11 kernel 0.4429, simulated 0.4442
tau = 2.0: stale coverage 0.6253
tau = 200: stale P11 0.4444, coverage^2 0.4444
transient at t = 1 from empty, total-variation error:
  stale: tau 0.02 8.859e-04, tau 0.01 4.412e-04
  one after the other: tau 0.02 3.055e-04, tau 0.01 1.514e-04
IRREVERSIBLE DILUTE GROWTH, new pairs relative to truth
  u = 0.1: stale 0.9501, R(u) 0.9501, in turn 1.0000
  u = 1.0: stale 0.5677, R(u) 0.5677, in turn 1.0000
  u = 3.0: stale 0.2003, R(u) 0.2003, in turn 0.9999
EXAMPLE (rough values, Ag on Ag(100))
barrier 0.40 eV, bond 0.20 eV, attempt 1e+13 1/s
T = 300 K, kT = 0.02585 eV, flux 0.01 ML/s
adatom density 3.0e-06 per site
hop rate per direction h = 1.907e+06 1/s
departure rate d = 3h = 5.720e+06 1/s, 1/d = 174.8 ns
eps = 4.367e-04, bonded-pair lifetime 200.2 us
1 % pair loss: u = 0.02000, window = 3.50 ns
u, window (ns), stale/true pairs from kernel, R(u):
  0.0200  3.50  0.9900  0.9900
  0.1000  17.48  0.9501  0.9501
  1.0000  174.82  0.5678  0.5677
  3.0000  524.45  0.2005  0.2003
  10.0000  1748.17  0.0503  0.0500
hops per 1000 x 1000 domain in the 1 % window: 0.080
1 % windows per monolayer: 2.86e+10
NEGLECTED EFFECTS
  5 x 5 lattice, u = 0.0200: bond odds ratio 0.9906, R 0.9900
  5 x 5 lattice, u = 1.0000: bond odds ratio 0.6179, R 0.5677
  blocked cross hops per new pair, 1 % window: 0.0033
  direct deposition / arrival by hopping: 5.83e-04
  finite density, z/eps: 6.87e-03
  1 % window at 250 K: 77.2 ns
  1 % window at 350 K: 0.383 ns
  window factor for 0.05 eV barrier error: 6.92
\end{verbatim}
